\section*{Linear specific heat of amorphous oxides from tunnelling two-level systems}

\section{The heat capacity to enter in a cryogenic calculation}

A calculation of how a cold gate stack warms after a heat pulse needs a heat capacity for each oxide layer. One must decide whether the phonon term, proportional to $T^3$, is enough. In an amorphous oxide there may also be atoms, or small groups of atoms, that tunnel between two nearby positions. If the density of their level splittings is constant, they add a term linear in $T$. For the silica parameters used below, the two terms are equal near 1 K. At 0.1 K, for heating that lasts seconds, the phonon term is about one percent of the linear one, so the phonon term alone would understate the heat capacity of the oxide a hundredfold. Whether this changes the warming of a stack depends on how much of the heated body is oxide: a nanometre layer on a thick crystal shares its heat with the substrate in far less than a second and holds only a small part of the total.

Let $n(E)$ be the number of two-level systems per volume and per energy with splitting $E$. The result is
\begin{equation}
C=\frac{\pi^2}{6}\,n_0k_B^2T,\qquad n(E)=n_0\ \text{for}\ 0<E<E_{\max},
\label{main}
\end{equation}
for $k_BT\ll E_{\max}$. Here $C$ is the two-level part of the heat capacity per volume; division by the mass density gives the specific heat. The systems are independent of one another. The first derivation assumes thermal equilibrium and takes $n_0$ as given. The second follows the heat absorbed in a finite time and obtains $n_0$ from the distribution of tunnelling parameters.

\section{From a double well to two levels}

At low temperature a particle in a double well is described by its lowest state in each well. Let $\Delta\ge0$ be the energy difference between the wells and $\Delta_0>0$ the tunnel splitting. With energies measured from the mean of the two levels,
\begin{equation}
H=\frac12\begin{pmatrix}\Delta&\Delta_0\\ \Delta_0&-\Delta\end{pmatrix},
\qquad H^2=\frac{\Delta^2+\Delta_0^2}{4}\,\mathbf 1 .
\end{equation}
The trace vanishes, so the eigenvalues are $\pm E/2$ with
\begin{equation}
E=\sqrt{\Delta^2+\Delta_0^2}.
\label{split}
\end{equation}

The spread of $\Delta_0$ comes from the barrier. For a mass $m$ in the potential $V_0[(Q/a)^2-1]^2$, the action under the barrier, in units of $\hbar$, is
\begin{equation}
\lambda=\frac{\sqrt{2mV_0}}{\hbar}\int_{-a}^{a}\left(1-\frac{Q^2}{a^2}\right)dQ
=\frac{4a\sqrt{2mV_0}}{3\hbar}.
\end{equation}
Write $\Delta_0=Ae^{-\lambda}$. A numerical solution with $m=16$ u and $a=0.03$ nm gives $\Delta_0=9.0\times10^{-2}$ meV for a 50 meV barrier ($\lambda=7.83$) and $7.2\times10^{-4}$ meV for 150 meV ($\lambda=13.55$). The mean slope of $\ln\Delta_0$ against $\lambda$ is $-0.84$, not $-1$, so the prefactor $A$ grows with the barrier, but much more slowly than the exponential falls. A threefold spread of barriers thus spreads $\Delta_0$ over two decades.

For the 50 meV barrier the third level lies 26 meV above the ground state, while $k_BT=8.6\ \mu$eV at 0.1 K. Two levels are then sufficient. This well illustrates the mechanism; it is not an identified defect of silica.

\section{First derivation: equilibrium free energy}

Measure the energy of each system from its lower level. Its partition function is $1+e^{-E/k_BT}$. The shift of zero adds a constant to the energy and leaves the heat capacity unchanged. Summing the free energies over the constant density gives, per volume,
\begin{equation}
F=-n_0k_BT\int_0^{E_{\max}}\ln\!\left(1+e^{-E/k_BT}\right)dE .
\end{equation}
Put $x=E/k_BT$, so that $dE=k_BT\,dx$. For $k_BT\ll E_{\max}$ the upper limit may be taken to infinity, because the integrand decays as $e^{-x}$:
\begin{equation}
F=-n_0(k_BT)^2 J,\qquad J=\int_0^\infty\ln(1+e^{-x})\,dx .
\end{equation}
The logarithm is expanded in powers of $e^{-x}$ and integrated term by term:
\begin{equation}
J=\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j}\int_0^\infty e^{-jx}dx
=\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}.
\end{equation}
The alternating sum is the full sum $\sum j^{-2}=\pi^2/6$ minus twice its even terms. The even terms add up to one quarter of the full sum, so
\begin{equation}
J=\frac{\pi^2}{6}\left(1-\frac24\right)=\frac{\pi^2}{12}.
\end{equation}
With the entropy $S=-\partial F/\partial T$ and $C=T\,\partial S/\partial T$,
\begin{equation}
C=-T\frac{\partial^2F}{\partial T^2}
=-T\left(-2n_0k_B^2\frac{\pi^2}{12}\right)
=\frac{\pi^2}{6}n_0k_B^2T .
\end{equation}
This is Eq.~(\ref{main}).

The power of $T$ has a simple origin. About $n_0k_BT$ systems per volume have splittings within reach of $k_BT$, and each contributes a heat capacity of order $k_B$. If instead $n(E)\propto E^m$ with $m>-1$, the same substitution gives $F\propto T^{2+m}$ and $C\propto T^{1+m}$. Among these power laws, linearity requires $m=0$. For $m=1$, the free energy of an explicit list of levels gives a power of 2.0000.

\section{Second derivation: heat absorbed in a finite time}

\subsection{One system after a small temperature step}

The occupation of the upper level in equilibrium is $f=1/(e^x+1)$. At fixed $E$, $dx/dT=-x/T$, so the equilibrium heat capacity of one system is
\begin{equation}
c=E\frac{df}{dT}
=E\,\frac{e^x}{(1+e^x)^2}\,\frac{x}{T}
=k_Bs(x),\qquad s(x)=\frac{x^2e^x}{(1+e^x)^2}.
\label{schottky}
\end{equation}
Since $s=(x^2/4)\,\mathrm{sech}^2(x/2)$, setting the derivative of $\ln s$ to zero gives $x\tanh(x/2)=2$. The maximum is at $x=2.40$, where $c=0.44\,k_B$.

Let $W_\uparrow$ and $W_\downarrow$ be the transition rates. The occupation $p$ of the upper level obeys
\begin{equation}
\dot p=W_\uparrow(1-p)-W_\downarrow p=-\Gamma(p-f),\qquad
\Gamma=W_\uparrow+W_\downarrow ,
\end{equation}
with $f=W_\uparrow/\Gamma$. If the temperature is raised by a small $\delta T$ and held there for a time $t$, the system has absorbed $k_Bs(x)(1-e^{-\Gamma t})\,\delta T$. Slow systems have not yet taken up their share.

\subsection{The relaxation rate}

A strain $e$ changes the energy difference of the wells and adds $\gamma e\sigma_z$ to $H$, where $\gamma$ is the coupling energy. To transform $\sigma_z$ to the eigenstates of $H$, write $\Delta=E\cos\theta$ and $\Delta_0=E\sin\theta$. Then $H=\frac E2(\cos\theta\,\sigma_z+\sin\theta\,\sigma_x)$, and the component of $\sigma_z$ perpendicular to $H$ has magnitude $\sin\theta=\Delta_0/E$. This is the matrix element between the two levels.

Consider a phonon of wave number $q$ and frequency $\omega=vq$ in a volume $V$ of density $\rho$. The squared one-phonon matrix element of its strain is $\hbar q^2/(2\rho V\omega)=\hbar\omega/(2\rho Vv^2)$, times $N+1$ for emission and $N$ for absorption. Here $N=1/(e^x-1)$ at $\hbar\omega=E$, so the sum of the two factors is $2N+1=\coth(x/2)$. Take three branches with the same $v$ and $\gamma$. Their density of modes in frequency is $3V\omega^2/(2\pi^2v^3)$, and the energy delta function gives one more factor $1/\hbar$. The golden rule gives
\begin{align}
\Gamma&=\frac{2\pi}{\hbar}\gamma^2\frac{\Delta_0^2}{E^2}\,
\frac{\hbar\omega}{2\rho Vv^2}\,\frac{3V\omega^2}{2\pi^2\hbar v^3}\,
\coth\frac x2
=\Gamma_m\frac{\Delta_0^2}{E^2},\\
\Gamma_m&=\frac{3\gamma^2E^3}{2\pi\rho\hbar^4v^5}\coth\frac{E}{2k_BT}.
\label{rate}
\end{align}
At given $E$, the symmetric system ($\Delta=0$) relaxes fastest, at the rate $\Gamma_m$.

\subsection{The distribution of tunnelling parameters}

Assume that $\Delta$ and $\ln\Delta_0$ are uniformly distributed with density $\bar P$, so that $\bar P\,d\Delta\,d\ln\Delta_0$ systems per volume lie in a small cell. The exponential dependence on $\lambda$ makes this plausible: a flat distribution of $\lambda$ with a slowly varying $A$ gives a nearly flat distribution of $\ln\Delta_0$. It remains an assumption. Equation~(\ref{split}) is satisfied by
\begin{equation}
\Delta=E\tanh y,\qquad \Delta_0=E\,\mathrm{sech}\,y,\qquad y\ge0 .
\end{equation}
The Jacobian is
\begin{equation}
\left|\frac{\partial(\Delta,\ln\Delta_0)}{\partial(E,y)}\right|
=\left|\det\begin{pmatrix}\tanh y&E\,\mathrm{sech}^2y\\ 1/E&-\tanh y\end{pmatrix}\right|
=\tanh^2y+\mathrm{sech}^2y=1 ,
\end{equation}
so the density is $\bar P\,dE\,dy$, independent of $E$ at fixed $y$. The range of $y$ is unbounded, but large $y$ means a small $\Delta_0$ and slow relaxation. The measuring time therefore limits the count. With $\Gamma=\Gamma_m\,\mathrm{sech}^2y$, the effective density of splittings is
\begin{equation}
n(E,t)=\bar P\,G(\Gamma_mt),\qquad
G(z)=\int_0^\infty\left(1-e^{-z\,\mathrm{sech}^2y}\right)dy .
\end{equation}

To evaluate $G$ for $z\gg1$, put $r=\mathrm{sech}^2y$, for which $dy=-dr/(2r\sqrt{1-r})$, and separate the part that is singular at $r=0$:
\begin{equation}
G=\frac12\int_0^1\frac{1-e^{-zr}}{r}\,dr
+\frac12\int_0^1\frac{1-e^{-zr}}{r}\left(\frac1{\sqrt{1-r}}-1\right)dr .
\end{equation}
With $u=zr$ the first integral becomes $\int_0^z(1-e^{-u})\,du/u$, which tends to $\ln z+\gamma_E$, where $\gamma_E=0.577$ is Euler's constant. In the second integral the bracket vanishes as $r/2$ at small $r$, so the exponential may be dropped for large $z$. With $w=\sqrt{1-r}$ the integral is
\begin{equation}
\int_0^1\frac{1/w-1}{1-w^2}\,2w\,dw=\int_0^1\frac{2\,dw}{1+w}=2\ln2=\ln4 .
\end{equation}
Hence
\begin{equation}
n(E,t)\simeq\frac{\bar P}{2}\left[\ln(4\Gamma_mt)+\gamma_E\right],\qquad \Gamma_mt\gg1 .
\label{net}
\end{equation}
The density varies with energy through a logarithm, which is slow when the logarithm is large.

\subsection{Summation}

Each system contributes Eq.~(\ref{schottky}). Integration by parts, with $s=-x^2\,df/dx$ and no boundary terms, and then once more with $f=-\frac{d}{dx}\ln(1+e^{-x})$, gives
\begin{equation}
\int_0^\infty s\,dx=2\int_0^\infty\frac{x\,dx}{e^x+1}=2J=\frac{\pi^2}{6}.
\end{equation}
Define the mean logarithm
\begin{equation}
\Lambda(T,t)=\frac{6}{\pi^2}\int_0^\infty s(x)\left[\ln(4\Gamma_mt)+\gamma_E\right]dx .
\end{equation}
Then
\begin{equation}
C=k_B^2T\int_0^\infty s(x)\,n(xk_BT,t)\,dx
=\frac{\pi^2}{6}\,\frac{\bar P\Lambda}{2}\,k_B^2T .
\label{kinetic}
\end{equation}
This is Eq.~(\ref{main}) with $n_0=\bar P\Lambda/2$. It is strictly linear if $\Lambda$ is held fixed. At fixed $t$, Eq.~(\ref{rate}) gives $\Gamma_m\propto T^3$ at given $x$, so $\Lambda$ contains $3\ln T+\ln t$, and
\begin{equation}
\frac{\partial\ln C}{\partial\ln T}=1+\frac3\Lambda,\qquad
\frac{\partial\ln C}{\partial\ln t}=\frac1\Lambda .
\label{exponent}
\end{equation}

\section{What each derivation assumes}

Both derivations need independent systems with two levels each, and a band of splittings much wider than $k_BT$. The first also needs equilibrium and a constant $n(E)$. It does not ask how the levels arise or how they exchange heat, so any two-level systems with such a density obey it. It cannot predict a dependence on time.

The second replaces constant $n(E)$ by a flat distribution in $\Delta$ and $\ln\Delta_0$, and needs a relaxation mechanism with $\hbar\Gamma\ll E$, so that the levels stay sharp. It explains why the density is nearly constant and also shows that it is not quite constant. Waiting for full equilibrium does not remove the logarithm. If $\Delta_0$ has a smallest value $\Delta_{0,\min}$, the range of $y$ ends where $\cosh y=E/\Delta_{0,\min}$, and the equilibrium density is
\begin{equation}
n(E)=\bar P\,\mathrm{arcosh}\frac{E}{\Delta_{0,\min}}
\simeq\bar P\ln\frac{2E}{\Delta_{0,\min}},\qquad E\gg\Delta_{0,\min}.
\end{equation}
Within this model the linear law is therefore an approximation for a limited range of temperature, good when the logarithm is large.

The edges of the band set further limits. For $X=E_{\max}/k_BT$, $s<x^2e^{-x}$ bounds the missing upper part:
\begin{equation}
\int_X^\infty s\,dx<(X^2+2X+2)e^{-X}.
\end{equation}
If splittings below $X_gk_BT$ are absent, $s\le x^2/4$ shows that less than $X_g^3/12$ is lost from the integral $\pi^2/6$. A small lower gap matters little until $k_BT$ becomes comparable with it.

\section{A silica interlayer at 0.1 K}

Take the thin silica layer between the semiconductor and the high-$k$ oxide, with rough round values: $n_0=1$ (eV\,nm$^3$)$^{-1}$, $\rho=2200$ kg/m$^3$, $v=4000$ m/s, $\gamma=1$ eV and $E_{\max}=10$ meV. The layer is 1 nm thick. The value of $n_0$ refers to $T=0.1$ K and $t=10$ s. In SI units $n_0=6.24\times10^{45}$ J$^{-1}$m$^{-3}$, and
\begin{equation}
\frac CT=1.645\times6.24\times10^{45}\times(1.381\times10^{-23})^2
=1.96\ \mathrm{J/(m^3K^2)} .
\end{equation}
At 0.1 K, $C=0.196$ J/(m$^3$K). A capacitor $100\ \mu$m square contains $10^{-17}$ m$^3$ of this layer, with a two-level heat capacity of $2.0\times10^{-18}$ J/K.

\subsection{Time and temperature}

At the peak of $s$ the splitting is $21\ \mu$eV and $1/\Gamma_m=0.52\ \mu$s, far below 10 s. The mean logarithm is $\Lambda=19.3$, which implies $\bar P=2n_0/\Lambda=0.104$ (eV\,nm$^3$)$^{-1}$. By Eq.~(\ref{exponent}) the local power of temperature is $1+3/19.3=1.16$. The double integral over $x$ and $y$, evaluated without the large-time form (\ref{net}), gives the same power.

With $\bar P$ and $T$ held fixed, a tenfold change of time changes $C$ by $\ln10/\Lambda=12$ percent of its value at 10 s. At 1 ms, $C$ is 0.52 of that value. A calculation of a millisecond pulse should therefore not use the 10 s coefficient unchanged.

\subsection{Phonons}

The three phonon branches give, per volume,
\begin{equation}
C_{\rm ph}=\frac{3k_B}{2\pi^2}\left(\frac{k_BT}{\hbar v}\right)^3
\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}
=\frac{2\pi^2}{5}k_B\left(\frac{k_BT}{\hbar v}\right)^3,
\end{equation}
because integration by parts turns the integral into $4\int_0^\infty x^3dx/(e^x-1)=4\pi^4/15$. The coefficient of $T^3$ is 1.91 J/(m$^3$K$^4$), so with $n_0$ kept at its 0.1 K value the two terms are equal at $\sqrt{1.96/1.91}$ K, or about 1 K. At 4 K the linear law, again with $n_0$ unchanged, gives 6 percent of the phonon term. With $\bar P$ fixed and the logarithm of Eq.~(\ref{kinetic}) kept at $t=10$ s, these values become 1.2 K and 10 percent. Both compare with the Debye term only; real silica glass has a $T^3$ heat capacity larger than the Debye value, which this model does not contain.

\subsection{Small gates}

The law is an average over samples. Suppose that the systems in a volume $V$ are placed independently, with Poisson statistics, and treat each counted system as fully relaxed. Let $N=n_0k_BTV$ be the mean number in an energy interval $k_BT$. The mean of $C/k_B$ for the whole volume is $N\pi^2/6$ and its variance is $NI_2$, with $I_2=\int_0^\infty s^2dx=0.498$ by quadrature. The relative standard deviation is
\begin{equation}
\frac{\delta C}{C}=\frac{6}{\pi^2}\sqrt{\frac{I_2}{N}} .
\end{equation}
The capacitor has $N=8.6\times10^4$ and a spread of 0.15 percent. A gate 100 nm square has $N=0.086$ and a spread of 146 percent. For such a gate Eq.~(\ref{main}) describes the mean over many devices, not any one of them.

\subsection{The model beside a real stack}

Bulk silica glass has a nearly linear term of order 1 J/(m$^3$K$^2$), a rough figure, so the chosen $n_0$ is of a realistic size. Whether a 1 nm interlayer has the bulk density is not settled by this model; $C$ scales in proportion to $n_0$. A hafnium-based layer needs its own $n_0$. The result covers the oxide only: electrons in a normal-metal gate have a linear heat capacity of their own, which must be added when the whole stack is calculated. The substrate must be added too. The Debye term of crystalline silicon is about $6\times10^{-4}$ J/(m$^3$K) at 0.1 K, so the two-level capacity of the 1 nm layer equals that of about 0.3 $\mu$m of silicon. On a wafer hundreds of micrometres thick it is negligible; the linear term governs the warming only where amorphous material is a sizable part of the heated volume, as in a thick oxide or a membrane.

A real stack clearly breaks the assumption of bulk phonons. At the peak splitting the wavelength is 800 nm, far above the layer thickness, so these phonons belong to the whole stack. The $T^3$ term is then a bulk reference value, and $\Gamma_m$ is an estimate. An error of a factor of ten in $\Gamma_m$ moves $C$ by about 12 percent at fixed $\bar P$.

Elastic interaction between two systems a distance $R$ apart is of order $\gamma^2/(\rho v^2R^3)$. In bulk, with $R^{-3}\sim n_0k_BT$, its ratio to $k_BT$ is of order $n_0\gamma^2/(\rho v^2)=5\times10^{-3}$. This bulk spacing is about 49 nm, far more than the layer thickness, so in the layer the thermally active systems are typically farther apart and the ratio is smaller still. This supports treating them as independent here.

At 10 K the finite band alone would lower the linear law by only 0.09 percent, but another assumption fails first. At the peak of $s$ the ratio $\hbar\Gamma_m/E$ is $6\times10^{-5}$ at 0.1 K and grows as $T^2$. It reaches 0.6 at 10 K. This is the value for symmetric systems, which relax fastest; their levels are then no longer sharp. Systems with $\hbar\Gamma/E>0.1$ carry about a tenth of $C$ at 10 K and 10 s, far more than the band-edge correction. In real glasses thermally activated motion and additional soft vibrations also set in at a few kelvin, so the model should not be used at 10 K. At 300 K, where $k_BT$ exceeds $E_{\max}$, the finite band alone would cut the linear law to 0.3 percent of its value, so the low-temperature coefficient must not be carried to room temperature. The numerical output lists the chosen inputs and the main results.

\section*{Computed results}
\begin{verbatim}
chosen n0 = 1.0 /(eV nm^3)
chosen density = 2200 kg/m^3, sound speed = 4000 m/s
chosen coupling gamma = 1.0 eV
chosen E_max = 10 meV
chosen T = 0.1 K, measuring time = 10 s
chosen layer thickness = 1 nm
chosen capacitor side = 100 um, gate side = 100 nm
double well: mass = 16 u, half distance = 0.03 nm
barrier 50 meV: action = 7.83, Delta0 = 9.047e-02 meV
barrier 100 meV: action = 11.07, Delta0 = 6.261e-03 meV
barrier 150 meV: action = 13.55, Delta0 = 7.200e-04 meV
slope of ln(Delta0) against action = -0.844
third level above ground, 50 meV barrier = 26.4 meV
kB T = 8.617 ueV
peak of one-TLS heat capacity: x = 2.3994, C/kB = 0.4392
splitting at the peak = 20.68 ueV
pi^2/6 = 1.644934
n0 in SI = 6.2415e+45 /(J m^3)
linear coefficient = 1.9571 J/(m^3 K^2)
C at T, formula = 0.19571 J/(m^3 K)
C at T, explicit levels = 0.19571 J/(m^3 K)
power of T if density rises as E = 2.0000
capacitor layer heat capacity = 1.957e-18 J/K
active TLS number n0 kB T V, capacitor = 8.617e+04
active TLS number n0 kB T V, gate = 0.0862
I2 = 0.49826
relative spread of C, capacitor = 1.46e-03
relative spread of C, gate = 1.46
spread test, 5 active TLS: drawn 0.1914, formula 0.1919
shortest relaxation time at peak = 0.521 us
mean logarithm = 19.263
Pbar implied by n0 = 0.1038 /(eV nm^3)
local power of T = 1.1557, full integral = 1.1557
change of C per tenfold time = 12.0 percent
C at 1 ms over C at 10 s = 0.522
phonon coefficient = 1.9111 J/(m^3 K^4)
crossover temperature = 1.012 K
phonon C over TLS C at 0.1 K = 0.0098
TLS C over phonon C at 4 K = 0.0640
finite band: C over linear law at 10 K = 0.99911
finite band: C over linear law at 300 K = 0.00287
phonon wavelength at peak splitting = 800 nm
TLS interaction over kB T, estimate = 4.55e-03
\end{verbatim}
